**Stability limit of the undamped auxiliary Verlet recursion**

The program examines $n_{k+1}=2n_k-n_{k-1}+\kappa(\mathrm{SCF}[n_k]-n_k)$, where $n$ is the auxiliary electronic variable, $\gamma$ the real linear response of the SCF map and $\kappa$ the squared product of auxiliary frequency and time step. The errors are bounded exactly when $0<\kappa(1-\gamma)<4$, hence for every $\gamma$ in $(-1,1)$ if and only if $0<\kappa\le2$. The program asserts that direct iteration agrees with this criterion on a grid of $\gamma$ and $\kappa$, and that the closed solution and the linear growth at the double roots are correct. It also asserts growth for a nonreal $\gamma$ and for a Jordan block. For a two-site tight-binding model, the full nonlinear map reproduces the predicted amplitudes and growth factor. Bisection on the observed growth gives limiting bond lengths of 1.347 Å for $\kappa=2$ and 1.896 Å for $\kappa=1$, in agreement with the formula. A six-site chain with a finite-difference Jacobian stays bounded at 0.95 of its predicted interaction limit and grows at 1.05 of it.

## Program and output

```python
"""
Result under test: the undamped auxiliary Verlet recursion
    n[k+1] = 2 n[k] - n[k-1] + kappa (SCF(n[k]) - n[k])
with SCF(n) = n_star + gamma (n - n_star), gamma real, has bounded errors
exactly when 0 < kappa (1 - gamma) < 4. It is therefore bounded for every
gamma in (-1, 1) if and only if 0 < kappa <= 2.

Symbols: n auxiliary variable, n_star self-consistent solution,
gamma SCF response, kappa = (frequency * time step)^2,
x = kappa (1 - gamma), theta = phase advance per step.
Physical model: open tight-binding chain at half filling, q = excess
electrons per site, site energy U q, hopping t. Energies eV, lengths angstrom.
"""
import numpy as np
from scipy.constants import physical_constants

BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def run(scf, first, second, kappa, steps, ceiling=np.inf):
    """Iterate the recursion from its definition; stop above the ceiling."""
    history = [first, second]
    for _ in range(steps - 1):
        old, now = history[-2], history[-1]
        new = 2 * now - old + kappa * (scf(now) - now)
        history.append(new)
        if np.max(np.abs(new)) > ceiling:
            break
    return np.array(history)


def chain_scf(U, t, sites):
    """Return the map from input to output excess populations."""
    hopping = -t * (np.eye(sites, k=1) + np.eye(sites, k=-1))

    def scf(q):
        _, orbitals = np.linalg.eigh(hopping + np.diag(U * q))
        return 2 * np.sum(orbitals[:, :sites // 2] ** 2, axis=1) - 1
    return scf


def jacobian(scf, sites, h=1e-4):
    """Central-difference Jacobian of the SCF map at q = 0."""
    unit = np.eye(sites)
    return np.array([(scf(h * e) - scf(-h * e)) / (2 * h) for e in unit]).T


# --- Stability map: observed boundedness against the criterion on x ---
gammas = np.linspace(-0.99, 0.99, 34)
kappas = np.array([-0.2, 0.0, 0.1, 0.5, 1.0, 1.5, 2.0, 2.1, 2.5, 3.0])
K, G = np.meshgrid(kappas, gammas, indexing="ij")
n_star = 0.3
old, now = np.full(K.shape, n_star), np.full(K.shape, n_star + 1.0)
peak = np.ones(K.shape)
for _ in range(2000):
    scf_value = n_star + G * (now - n_star)
    new = 2 * now - old + K * (scf_value - now)
    new = np.clip(new, -1e6, 1e6)  # already counted as unbounded by then
    peak = np.maximum(peak, np.abs(new - n_star))
    old, now = now, new
bounded = peak < 1000
x_grid = K * (1 - G)
assert np.array_equal(bounded, (x_grid > 0) & (x_grid < 4))
for kappa, row in zip(kappas, bounded):
    assert row.all() == (0 < kappa <= 2)
print(f"gamma grid: {len(gammas)} values, {gammas[0]:.2f} to {gammas[-1]:.2f}")
for kappa, row in zip(kappas, bounded):
    print(f"kappa = {kappa:4.1f}: bounded for {row.sum()} of {len(row)} gammas")
for kappa in (2.1, 2.5, 3.0):
    print(f"kappa = {kappa:.1f}: lower gamma limit 1-4/kappa = {1-4/kappa:.4f}")

# --- Double roots at the excluded end points: linear growth ---
steps = 1000
k = np.arange(steps + 1)
low_end = run(lambda n: -n, 0.0, 1.0, 2.0, steps)
high_end = run(lambda n: n, 0.0, 1.0, 2.0, steps)
assert np.allclose(low_end, -k * (-1.0) ** k)
assert np.allclose(high_end, k)
print(f"gamma=-1, kappa=2: |error| after {steps} steps = {abs(low_end[-1]):.0f}"
      " (start 0, 1)")

# --- Closed solution and its bound against direct iteration ---
for gamma, kappa in ((-0.93, 2.0), (0.4, 2.0), (0.97, 0.7), (-0.35, 1.3)):
    theta = np.arccos(1 - kappa * (1 - gamma) / 2)
    d0, d1 = 0.7, -0.2
    direct = run(lambda n: gamma * n, d0, d1, kappa, steps)
    closed = (d1*np.sin(k*theta) - d0*np.sin((k-1)*theta)) / np.sin(theta)
    assert np.allclose(direct, closed, atol=1e-9)
    assert np.max(np.abs(direct)) <= (abs(d0) + abs(d1)) / np.sin(theta)

# --- Conditions on the Jacobian: real eigenvalues, no Jordan block ---
g_complex = -0.5 + 0.05j
track = run(lambda n: g_complex * n, 1.0 + 0j, 1.0 + 0j, 2.0, 400)
growth_seen = abs(track[-1] / track[-2])
growth_root = max(abs(np.roots([1, -(2 - 2 * (1 - g_complex)), 1])))
assert abs(g_complex) < 1 and growth_root > 1.01
assert abs(growth_seen - growth_root) < 1e-6
print(f"complex gamma = {g_complex.real:.2f}{g_complex.imag:+.2f}i, kappa=2: "
      f"growth per step {growth_seen:.4f}")
jordan = np.array([[0.3, 1.0], [0.0, 0.3]])
start = np.array([0.0, 1.0])
track = np.abs(run(lambda n: jordan @ n, start, start, 2.0, 2000))
jordan_ratio = track.max() / track[:1001].max()
assert abs(jordan_ratio - 2) < 0.05
print(f"Jordan block, gamma=0.3, kappa=2: peak(2000)/peak(1000) steps = "
      f"{jordan_ratio:.3f}")

# --- Worked example: stretched two-site model ---
U, t0, R0, decay = 2.0, 4.0, 1.0, 0.5
print(f"dimer: U = {U:.1f} eV, t0 = {t0:.1f} eV, R0 = {R0:.1f} angstrom, "
      f"decay length = {decay:.1f} angstrom")


def hopping_at(R):
    return t0 * np.exp(-(R - R0) / decay)


q_test = 0.37
output = chain_scf(U, hopping_at(1.2), 2)(np.array([q_test, -q_test]))[0]
formula = -U * q_test / np.hypot(U * q_test, hopping_at(1.2))
assert abs(output - formula) < 1e-12

mode = np.array([1.0, -1.0])
for R, kappa in ((1.2, 2.0), (1.3, 2.0), (1.4, 2.0), (1.4, 1.0)):
    t = hopping_at(R)
    scf = chain_scf(U, t, 2)
    gamma = -U / t
    gamma_fd = np.linalg.eigvals(jacobian(scf, 2)).real.min()
    assert abs(gamma - gamma_fd) < 1e-6
    x = kappa * (1 - gamma)
    print(f"R = {R:.1f} angstrom, kappa = {kappa:.0f}: t = {t:.4f} eV, "
          f"gamma = {gamma:.4f}, x = {x:.4f}")
    if x < 4:
        d = 1e-5
        seen = np.abs(run(scf, d*mode, d*mode, kappa, 3000)).max() / d
        predicted = 2 / np.sqrt(4 - x)
        assert abs(seen / predicted - 1) < 2e-3  # finite phase sampling
        print(f"  peak/start: iterated {seen:.3f}, formula {predicted:.3f}")
    else:
        d = 1e-8
        q = run(scf, d * mode, d * mode, kappa, 16)[:, 0]
        seen = abs(q[-1] / q[-2])
        predicted = (x - 2 + np.sqrt(x * (x - 4))) / 2
        assert abs(seen - predicted) < 1e-4
        print(f"  growth per step: iterated {seen:.4f}, "
              f"formula {predicted:.4f}")


def observed_limit(kappa):
    """Bisect the bond length at which a small displacement starts to grow."""
    low, high = 1.0, 2.5
    d = 1e-6
    while high - low > 1e-4:
        middle = (low + high) / 2
        scf = chain_scf(U, hopping_at(middle), 2)
        q = run(scf, d * mode, d * mode, kappa, 2000, ceiling=1e-3)
        if np.abs(q[-1]).max() > 1e-3:
            high = middle
        else:
            low = middle
    return (low + high) / 2


for kappa in (2.0, 1.0):
    R_formula = R0 + decay * np.log(t0 * (4 / kappa - 1) / U)
    R_seen = observed_limit(kappa)
    assert abs(R_seen - R_formula) < 5e-4  # bisection and finite run length
    print(f"kappa = {kappa:.0f}: limit R_c iterated {R_seen:.3f}, formula "
          f"{R_formula:.3f} angstrom = {R_formula / BOHR:.3f} bohr")
    print(f"  gamma at R_c = {-U / hopping_at(R_formula):.3f}")

# --- Many variables: six-site chain at kappa = 2 ---
sites, t_chain = 6, 4.0
J = jacobian(chain_scf(U, t_chain, sites), sites)
assert np.allclose(J, J.T, atol=1e-6)
gamma_low = np.linalg.eigvalsh((J + J.T) / 2).min()
U_limit = U / abs(gamma_low)  # q = 0 stays the solution, so J scales with U
print(f"chain: {sites} sites, t = {t_chain:.1f} eV, U = {U:.1f} eV, "
      f"lowest gamma = {gamma_low:.4f}")
print(f"chain: predicted limit at kappa=2: U = {U_limit:.4f} eV")
rng = np.random.default_rng(4)
start = 1e-6 * rng.standard_normal(sites)
for factor in (0.95, 1.05):
    scf = chain_scf(factor * U_limit, t_chain, sites)
    track = run(scf, start, start, 2.0, 2000, ceiling=1e-3)
    ratio = np.linalg.norm(track, axis=1).max() / np.linalg.norm(start)
    if factor < 1:
        bound = np.sqrt(2 / (1 - factor))
        assert len(track) == 2001 and ratio <= 1.001 * bound
        print(f"  U = {factor:.2f} limit: peak/start {ratio:.3f}, "
              f"bound {bound:.3f}")
    else:
        assert len(track) < 2001 and np.abs(track[-1]).max() > 1e-3
        print(f"  U = {factor:.2f} limit: exceeds 1e-3 electrons at step "
              f"{len(track) - 1}")

print("OK")
```

It prints:

```
gamma grid: 34 values, -0.99 to 0.99
kappa = -0.2: bounded for 0 of 34 gammas
kappa =  0.0: bounded for 0 of 34 gammas
kappa =  0.1: bounded for 34 of 34 gammas
kappa =  0.5: bounded for 34 of 34 gammas
kappa =  1.0: bounded for 34 of 34 gammas
kappa =  1.5: bounded for 34 of 34 gammas
kappa =  2.0: bounded for 34 of 34 gammas
kappa =  2.1: bounded for 32 of 34 gammas
kappa =  2.5: bounded for 27 of 34 gammas
kappa =  3.0: bounded for 23 of 34 gammas
kappa = 2.1: lower gamma limit 1-4/kappa = -0.9048
kappa = 2.5: lower gamma limit 1-4/kappa = -0.6000
kappa = 3.0: lower gamma limit 1-4/kappa = -0.3333
gamma=-1, kappa=2: |error| after 1000 steps = 1000 (start 0, 1)
complex gamma = -0.50+0.05i, kappa=2: growth per step 1.0594
Jordan block, gamma=0.3, kappa=2: peak(2000)/peak(1000) steps = 2.025
dimer: U = 2.0 eV, t0 = 4.0 eV, R0 = 1.0 angstrom, decay length = 0.5 angstrom
R = 1.2 angstrom, kappa = 2: t = 2.6813 eV, gamma = -0.7459, x = 3.4918
  peak/start: iterated 2.806, formula 2.806
R = 1.3 angstrom, kappa = 2: t = 2.1952 eV, gamma = -0.9111, x = 3.8221
  peak/start: iterated 4.742, formula 4.742
R = 1.4 angstrom, kappa = 2: t = 1.7973 eV, gamma = -1.1128, x = 4.2255
  growth per step: iterated 1.6009, formula 1.6009
R = 1.4 angstrom, kappa = 1: t = 1.7973 eV, gamma = -1.1128, x = 2.1128
  peak/start: iterated 1.456, formula 1.456
kappa = 2: limit R_c iterated 1.347, formula 1.347 angstrom = 2.545 bohr
  gamma at R_c = -1.000
kappa = 1: limit R_c iterated 1.896, formula 1.896 angstrom = 3.583 bohr
  gamma at R_c = -3.000
chain: 6 sites, t = 4.0 eV, U = 2.0 eV, lowest gamma = -0.6394
chain: predicted limit at kappa=2: U = 3.1279 eV
  U = 0.95 limit: peak/start 1.857, bound 6.325
  U = 1.05 limit: exceeds 1e-3 electrons at step 24
OK
```
